# The Belavin-Polyakov exchange bound and the size of a chiral skyrmion: a program that tests the result

```python
"""
Result under test
  Exchange energy A*t*Int |grad m|^2 >= 8*pi*A*t*|Q| for a unit field m(x, y),
  Q = Int m.(dm/dx x dm/dy) / (4*pi); equality for analytic textures.
  With a DM term (constant D) and a local term V >= 0, a stationary skyrmion
  obeys E_DM = -2*E_V, which fixes its size.
Symbols
  A exchange stiffness, K effective uniaxial anisotropy, t film thickness,
  L = sqrt(A/K) unit of length, d = D/sqrt(A*K) reduced DM constant,
  R radius where m_z = 0, theta polar angle of m, s = ln(r/L).
  Reduced energies are in units of A*t.
"""
import numpy as np
from scipy.constants import e as electron_charge
from scipy.integrate import simpson, solve_bvp
from scipy.optimize import brentq

PI = np.pi


def spin_field(a, b):
    """Unit field whose stereographic coordinate (mx + i my)/(1 + mz) is b/a."""
    norm = abs(a)**2 + abs(b)**2
    inplane = 2 * np.conj(a) * b / norm
    return np.array([inplane.real, inplane.imag,
                     (abs(a)**2 - abs(b)**2) / norm])


# ---- Exchange bound: direct integration on a logarithmic polar grid ----
log_r = np.linspace(-7, 7, 1401)
phi = np.arange(720) * 2 * PI / 720
h_s, h_phi = log_r[1] - log_r[0], phi[1]
z = np.exp(log_r)[:, None] * np.exp(1j * phi)[None, :]
zc = np.conj(z)
envelope = np.exp(-abs(z)**2 / 9)
one = np.ones_like(envelope)


def exchange_and_charge(m, sign):
    m_s = np.gradient(m, h_s, axis=1, edge_order=2)
    m_p = (np.roll(m, -1, axis=2) - np.roll(m, 1, axis=2)) / (2 * h_phi)
    cell = h_s * h_phi
    exchange = np.sum(m_s**2 + m_p**2) * cell
    charge = np.sum(m * np.cross(m_s, m_p, axis=0)) * cell / (4 * PI)
    square = np.sum((m_s + sign * np.cross(m, m_p, axis=0))**2) * cell
    return exchange, charge, square


textures = [
    ("analytic, one core", zc, one, -1, True),
    ("analytic, two cores", zc**2 - 1, one, -2, True),
    ("one core, cut tail", zc, 1.2 * envelope, -1, False),
    ("elliptic core", 1.5 * z.real - 0.7j * z.imag, one, -1, False),
    ("two cores, cut tail", zc**2 - 1, envelope, -2, False),
    ("antiskyrmion, cut tail", z, 1.2 * envelope, 1, False),
]
print("Exchange bound: texture, charge Q, E_ex/(8 pi A t |Q|) (no unit)")
for name, a, b, expected, saturates in textures:
    ex, charge, square = exchange_and_charge(spin_field(a, b),
                                             np.sign(expected))
    ratio = ex / (8 * PI * abs(expected))
    assert abs(charge - expected) < 5e-3
    # the excess over the bound is the integral of the completed square
    assert abs(ex - 8 * PI * abs(expected) - square) < 5e-3 * ex
    if saturates:
        assert abs(ratio - 1) < 3e-3   # finite-difference error
    else:
        assert ratio > 1.005
    print(f"  {name:24s} Q = {charge:7.3f}   ratio = {ratio:.3f}")


# ---- Scaling powers of the three energies on a fixed Cartesian grid ----
axis = np.linspace(-12, 12, 961)
h = axis[1] - axis[0]
X, Y = np.meshgrid(axis, axis, indexing="ij")


def cartesian_energies(stretch, antiskyrmion=False):
    x, y = X / stretch, Y / stretch
    a = x + 1j * y if antiskyrmion else 1.3 * x - 1j * y
    m = spin_field(a, 1.2 * np.exp(-(x**2 + y**2) / 6))
    m_x = np.gradient(m, h, axis=1)
    m_y = np.gradient(m, h, axis=2)
    exchange = np.sum(m_x**2 + m_y**2)
    dm = np.sum(m[2] * (m_x[0] + m_y[1]) - m[0] * m_x[2] - m[1] * m_y[2])
    local = np.sum(1 - m[2]**2 + 0.5 * (1 - m[2]))
    return np.array([exchange, dm, local]) * h**2


stretch = 1.5
base = cartesian_energies(1.0)
powers = np.log(cartesian_energies(stretch) / base) / np.log(stretch)
assert np.all(abs(powers - np.array([0, 1, 2])) < 5e-3)
assert base[1] < 0
anti = cartesian_energies(1.0, antiskyrmion=True)
assert abs(anti[1]) < 1e-3 * abs(base[1])
print("Measured scaling powers (exchange, DM, local): "
      + ", ".join(f"{abs(p) if abs(p) < 5e-4 else p:.3f}" for p in powers))


# ---- Radial skyrmion: radius is prescribed, reduced DM constant is found ----
def solve_profile(radius, tol=1e-7):
    """Two joined segments, inside and outside the radius; returns d, pieces."""
    s_mid = np.log(radius)
    segments = [(s_mid - 7.0, 7.0),
                (s_mid, np.log(radius + 15) - s_mid)]

    def rhs(u, y, p):
        rows = []
        for k, (start, length) in enumerate(segments):
            rho = np.exp(start + length * u)
            th, th_s = y[2 * k], y[2 * k + 1]
            bend = (0.5 * np.sin(2 * th) * (1 + rho**2)
                    - p[0] * rho * np.sin(th)**2)
            rows += [length * th_s, length * bend]
        return np.array(rows)

    def ends(ya, yb, p):
        return np.array([ya[1] + np.sin(ya[0]), yb[0] - PI / 2,
                         ya[2] - PI / 2, yb[1] - ya[3], yb[2]])

    u = np.linspace(0, 1, 300)
    guess = []
    for start, length in segments:
        rho = np.exp(start + length * u)
        sr = np.sinh(radius)
        guess += [2 * np.arctan2(sr, np.sinh(rho)),
                  -2 * rho * sr * np.cosh(rho) / (np.sinh(rho)**2 + sr**2)]
    d_guess = 4 * radius / (PI * np.sqrt(1 + radius**2))
    sol = solve_bvp(rhs, ends, u, np.array(guess), p=[d_guess],
                    tol=tol, max_nodes=20000)
    assert sol.status == 0, sol.message
    fine = np.linspace(0, 1, 4001)
    y = sol.sol(fine)
    pieces = [(start + length * fine, y[2 * k], y[2 * k + 1])
              for k, (start, length) in enumerate(segments)]
    return sol.p[0], pieces


def radial_energies(pieces, d):
    total = np.zeros(3)
    for s, th, th_s in pieces:
        rho = np.exp(s)
        total += 2 * PI * np.array([
            simpson(th_s**2 + np.sin(th)**2, x=s),
            d * simpson((th_s + np.sin(th) * np.cos(th)) * rho, x=s),
            simpson(np.sin(th)**2 * rho**2, x=s)])
    return total


# ---- Small-skyrmion law, from the matched tail ----
print("Small skyrmions: R/L, d solved, d from law, E_DM/(-8 pi D t R)")
law_errors = []
for radius in (0.1, 0.03, 0.01):
    d_num, pieces = solve_profile(radius, tol=1e-8)
    parts = radial_energies(pieces, d_num)
    d_law = 2 * radius * (np.log(2 / radius) - np.euler_gamma - 1)
    dm_ratio = parts[1] / (-8 * PI * d_num * radius)
    assert abs(parts[1] + 2 * parts[2]) < 5e-3 * parts[2]
    law_errors.append(abs(d_law / d_num - 1))
    print(f"  {radius:.2f}   {d_num:.5f}   {d_law:.5f}   {dm_ratio:.4f}")
assert law_errors[0] > law_errors[1] > law_errors[2]
assert law_errors[2] < 0.01 and abs(dm_ratio - 1) < 0.01

# ---- Worked example with round model parameters ----
A, K, thickness = 10e-12, 0.4e6, 1e-9
L = np.sqrt(A / K)
energy_unit = A * thickness / electron_charge      # in eV
bound = 8 * PI * energy_unit
print(f"Exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"Effective anisotropy K = {K*1e-6:.2f} MJ/m^3")
print(f"Film thickness t = {thickness*1e9:.1f} nm")
print(f"Length L = sqrt(A/K) = {L*1e9:.3f} nm")
print(f"Bound 8 pi A t = {bound:.4f} eV = "
      f"{bound*electron_charge*1e19:.4f} x 1e-19 J")

radii = []
for D in (1.0e-3, 1.5e-3, 2.0e-3):
    d = D / np.sqrt(A * K)
    radius = brentq(lambda r: solve_profile(r)[0] - d, 0.1, 2.5, xtol=1e-7)
    d_found, pieces = solve_profile(radius)
    parts = radial_energies(pieces, d)
    total = parts.sum()
    assert abs(d_found - d) < 1e-5
    assert abs(parts[1] + 2 * parts[2]) < 1e-3 * parts[2]
    assert parts[0] > 8 * PI and 0 < total < 8 * PI
    # the profile must be a minimum of the energy for trial deformations
    for centre in (0.5, 1.5, 3.0):
        values = []
        for eps in (-1e-3, 0.0, 1e-3):
            trial = []
            for s, th, th_s in pieces:
                rho = np.exp(s)
                g = np.exp(-(rho - centre)**2)
                slope = rho * (1 - 2 * rho * (rho - centre)) * g
                trial.append((s, th + eps * rho * g, th_s + eps * slope))
            values.append(radial_energies(trial, d).sum())
        first = (values[2] - values[0]) / 2e-3
        second = (values[2] - 2 * values[1] + values[0]) / 1e-6
        assert second > 0 and abs(first) < 1e-3 * second
    radii.append(radius * L * 1e9)
    ev = parts * energy_unit
    print(f"D = {D*1e3:.1f} mJ/m^2: d = {d:.3f}, R = {radii[-1]:.3f} nm")
    print(f"  E_ex = {ev[0]:.4f} eV, E_DM = {ev[1]:.4f} eV, "
          f"E_V = {ev[2]:.4f} eV")
    print(f"  total E = {ev.sum():.4f} eV, "
          f"8 pi A t - E = {bound - ev.sum():.4f} eV")
    print(f"  E_DM/E_V = {parts[1]/parts[2]:.5f}, "
          f"E_ex/(8 pi A t) = {parts[0]/(8*PI):.4f}")
    if D == 1.5e-3:
        # stretch this profile, shape held fixed, after D is raised to 2.0
        dm_raised = radial_energies(pieces, 2.0e-3 / np.sqrt(A * K))[1]
        best_stretch = -dm_raised / (2 * parts[2])
        fixed_shape_radius = best_stretch * radii[-1]

assert radii[0] < radii[1] < radii[2]
assert fixed_shape_radius < radii[2]
print(f"Best stretch of the D = 1.5 profile at D = 2.0: {best_stretch:.4f}")
print(f"Radius at D = 2.0, shape held fixed: {fixed_shape_radius:.3f} nm")
print(f"Radius at D = 2.0, shape relaxed: {radii[2]:.3f} nm")
print("done: every assertion held")
```

Running it gives:

```
Exchange bound: texture, charge Q, E_ex/(8 pi A t |Q|) (no unit)
  analytic, one core       Q =  -1.000   ratio = 1.000
  analytic, two cores      Q =  -1.999   ratio = 1.000
  one core, cut tail       Q =  -1.000   ratio = 1.094
  elliptic core            Q =  -1.000   ratio = 1.305
  two cores, cut tail      Q =  -1.999   ratio = 1.011
  antiskyrmion, cut tail   Q =   1.000   ratio = 1.094
Measured scaling powers (exchange, DM, local): 0.001, 1.000, 2.000
Small skyrmions: R/L, d solved, d from law, E_DM/(-8 pi D t R)
  0.10   0.33389   0.28370   0.9655
  0.03   0.16148   0.15735   0.9920
  0.01   0.07476   0.07442   0.9983
Exchange stiffness A = 10.0 pJ/m
Effective anisotropy K = 0.40 MJ/m^3
Film thickness t = 1.0 nm
Length L = sqrt(A/K) = 5.000 nm
Bound 8 pi A t = 1.5687 eV = 2.5133 x 1e-19 J
D = 1.0 mJ/m^2: d = 0.500, R = 1.115 nm
  E_ex = 1.5920 eV, E_DM = -0.1619 eV, E_V = 0.0809 eV
  total E = 1.5111 eV, 8 pi A t - E = 0.0576 eV
  E_DM/E_V = -2.00000, E_ex/(8 pi A t) = 1.0149
D = 1.5 mJ/m^2: d = 0.750, R = 2.950 nm
  E_ex = 1.6749 eV, E_DM = -0.5932 eV, E_V = 0.2966 eV
  total E = 1.3783 eV, 8 pi A t - E = 0.1904 eV
  E_DM/E_V = -2.00000, E_ex/(8 pi A t) = 1.0677
D = 2.0 mJ/m^2: d = 1.000, R = 7.010 nm
  E_ex = 1.9559 eV, E_DM = -1.7607 eV, E_V = 0.8804 eV
  total E = 1.0756 eV, 8 pi A t - E = 0.4931 eV
  E_DM/E_V = -2.00000, E_ex/(8 pi A t) = 1.2469
Best stretch of the D = 1.5 profile at D = 2.0: 1.3333
Radius at D = 2.0, shape held fixed: 3.933 nm
Radius at D = 2.0, shape relaxed: 7.010 nm
done: every assertion held
```
